\section*{Sign of the image-charge correction in a uniaxial dielectric}

\section{The problem}

A defect of charge $q$ is computed in a cubic supercell of side $L$. Periodic boundary conditions repeat the charge on a simple cubic lattice, and a uniform background of density $-q/L^3$ keeps each cell neutral. The host is a homogeneous, linear dielectric with one special axis, $z$, which lies along a cell edge. Its dielectric tensor is
\begin{equation}
\boldsymbol\varepsilon=\mathrm{diag}(\varepsilon_\parallel,\varepsilon_\parallel,\varepsilon_z),
\end{equation}
where $\varepsilon_\parallel$ belongs to the $x$ and $y$ directions. The image-charge correction is what must be added to the periodic energy to obtain that of the isolated charge:
\begin{equation}
E_{\rm iso}=E_{\rm per}+E_{\rm corr}.
\label{eq:def}
\end{equation}
The defect is treated as a point charge. Gaussian units are used.

(a) Find the isotropic problem to which this one is equivalent, and the shape of its cell. (b) Find the sign of $E_{\rm corr}$ for every value of $\varepsilon_\parallel/\varepsilon_z$. (c) Evaluate $E_{\rm corr}$ for $q=e$ and $L=20$~\AA\ in two model media: A, with $\varepsilon_\parallel=12$ and $\varepsilon_z=3$; and B, with $\varepsilon_\parallel=30$ and $\varepsilon_z=1.5$.

\section{A tempting solution}

In an isotropic medium of dielectric constant $\varepsilon$, a cubic cell has
\begin{equation}
E_{\rm corr}=\frac{2.8373\,q^2}{2\varepsilon L}.
\label{eq:cubic}
\end{equation}
The number 2.8373 is a property of the cubic lattice; it is derived below. The cell here is also cubic, and its images are placed alike along $x$, $y$ and $z$. It seems reasonable that the lattice averages over the three directions, so that $\varepsilon$ may be replaced by one third of the trace, $\bar\varepsilon=(2\varepsilon_\parallel+\varepsilon_z)/3$.

For medium B, $\bar\varepsilon=20.5$. With $e^2=14.39965$~eV\,\AA,
\begin{equation}
E_{\rm corr}\stackrel{?}{=}\frac{2.8373\times14.39965}{2\times20.5\times20}\ \text{eV}=+0.0498\ \text{eV}.
\end{equation}
For medium A, $\bar\varepsilon=9$ and the same formula gives $+0.1135$~eV. By this argument the answer to (b) is that the correction is positive for every anisotropy.

\section{Where it fails}

The lattice has cubic symmetry, but the equation for the potential does not:
\begin{equation}
\varepsilon_\parallel\left(\frac{\partial^2\phi}{\partial x^2}+\frac{\partial^2\phi}{\partial y^2}\right)+\varepsilon_z\frac{\partial^2\phi}{\partial z^2}=-4\pi\rho .
\label{eq:poisson}
\end{equation}
The constant 2.8373 was obtained for the ordinary Laplacian. To use results for that operator, one must first change coordinates so that (\ref{eq:poisson}) acquires it, and this change deforms the cell. The dimensionless Madelung-type constant that replaces 2.8373 must then be that of the deformed cell.

A better choice of scalar would not repair the argument. Any positive $\varepsilon$ in (\ref{eq:cubic}) gives a positive correction. The sign is carried by this dimensionless constant, which depends on the shape of the deformed cell and which the tempting solution holds fixed at 2.8373.

\section{The equivalent isotropic cell}

Set
\begin{equation}
x=\sqrt{\varepsilon_\parallel}\,x',\qquad y=\sqrt{\varepsilon_\parallel}\,y',\qquad z=\sqrt{\varepsilon_z}\,z'.
\end{equation}
Then $\partial/\partial x=\varepsilon_\parallel^{-1/2}\,\partial/\partial x'$, so that $\varepsilon_\parallel\,\partial^2/\partial x^2=\partial^2/\partial x'^2$, and likewise for the other two axes. The left side of (\ref{eq:poisson}) becomes $\nabla'^2\phi$.

On the right side, $d^3r=\sqrt{\det\boldsymbol\varepsilon}\,d^3r'$ with $\sqrt{\det\boldsymbol\varepsilon}=\varepsilon_\parallel\sqrt{\varepsilon_z}$. Hence $\delta(\mathbf r)=\delta(\mathbf r')/\sqrt{\det\boldsymbol\varepsilon}$. The new cell volume is $V'=L^3/\sqrt{\det\boldsymbol\varepsilon}$, so the background density can be written $q/L^3=(q/\sqrt{\det\boldsymbol\varepsilon})/V'$. Together,
\begin{equation}
\nabla'^2\phi=-4\pi\,\frac{q}{\varepsilon_\parallel\sqrt{\varepsilon_z}}\left[\sum_{\mathbf R'}\delta(\mathbf r'-\mathbf R')-\frac1{V'}\right].
\end{equation}
This is a lattice of charges $q/(\varepsilon_\parallel\sqrt{\varepsilon_z})$ in vacuum. Its cell is tetragonal, with edges
\begin{equation}
a'=\frac{L}{\sqrt{\varepsilon_\parallel}},\qquad c'=\frac{L}{\sqrt{\varepsilon_z}},\qquad
\gamma\equiv\frac{c'}{a'}=\sqrt{\frac{\varepsilon_\parallel}{\varepsilon_z}} .
\label{eq:ca}
\end{equation}
This answers (a). The direction with the smaller dielectric component becomes the long direction. A point charge's potential along it is accordingly the weaker one: $q/(\varepsilon_\parallel z)$ on the $z$ axis against $q/(\sqrt{\varepsilon_\parallel\varepsilon_z}\,x)$ on the $x$ axis.

\subsection{From potential to energy}

The electrostatic energy per cell is $\frac12\int\rho\phi\,d^3r$. Because the cell is neutral, adding a constant to $\phi$ leaves it unchanged, and we may choose $\phi$ to have zero average. The background then contributes nothing, since its density is uniform. What remains is $\frac12q\phi$ at the charge. It contains the infinite self-energy of a point charge, which also occurs in $E_{\rm iso}$ and cancels in the difference:
\begin{equation}
E_{\rm per}-E_{\rm iso}=\tfrac12 q v,\qquad v=\lim_{\mathbf r\to0}\left[\phi(\mathbf r)-\phi_{\rm iso}(\mathbf r)\right].
\end{equation}
In the new coordinates $\phi_{\rm iso}=q/(\varepsilon_\parallel\sqrt{\varepsilon_z}\,r')$. For a unit charge in vacuum, the corresponding limit has the dimension of an inverse length, so it equals $u(\gamma)/a'$ with $u$ a pure number. Therefore
\begin{equation}
v=\frac{q}{\varepsilon_\parallel\sqrt{\varepsilon_z}}\,\frac{\sqrt{\varepsilon_\parallel}}{L}\,u(\gamma)=\frac{q\,u(\gamma)}{\sqrt{\varepsilon_\parallel\varepsilon_z}\,L},
\end{equation}
and, by (\ref{eq:def}),
\begin{equation}
E_{\rm corr}=-\frac{q^2\,u(\gamma)}{2\sqrt{\varepsilon_\parallel\varepsilon_z}\,L}.
\label{eq:main}
\end{equation}
The correction is positive where $u$ is negative. Its sign depends on the ratio $\varepsilon_\parallel/\varepsilon_z$ and not on $L$.

\section{The Madelung-type constant $u(\gamma)$}

Take $a'=1$ and $c'=\gamma$, and drop the primes. Unit charges sit on square sheets at $z=0,\pm\gamma,\pm2\gamma,\dots$ Let $\boldsymbol\rho=(x,y)$ and expand the potential in in-plane waves,
\begin{equation}
\phi(\boldsymbol\rho,z)=\sum_{\mathbf g}f_{\mathbf g}(z)\,e^{i\mathbf g\cdot\boldsymbol\rho},\qquad |\mathbf g|=2\pi k,\quad k=\sqrt{m^2+n^2},
\end{equation}
with integers $m,n$. A square lattice of delta functions with unit cell area has all its Fourier coefficients equal to one. Each $f_{\mathbf g}$ therefore obeys a one-dimensional equation with unit sources on the sheets.

\subsection{The uniform part}

For $\mathbf g=0$ the background enters, and $f_0''=4\pi/\gamma$ between sheets. The slope must jump by $-4\pi$ at each sheet. For $0\le z\le\gamma$ the solution is
\begin{equation}
f_0=\frac{2\pi z^2}{\gamma}-2\pi z+C .
\end{equation}
Its slope is $-2\pi$ at $z=0^+$ and $+2\pi$ at $z=\gamma^-$, which gives the required jump. Zero average demands $2\pi\gamma/3-\pi\gamma+C=0$, so
\begin{equation}
f_0(0)=C=\frac{\pi\gamma}{3}.
\end{equation}

\subsection{The modulated part}

For $\mathbf g\neq0$ the equation between sheets is $f''=g^2f$. The periodic solution symmetric about the midpoint is $f=A\cosh[g(z-\gamma/2)]$. Its slope jumps at a sheet by $-2gA\sinh(g\gamma/2)$, which must equal $-4\pi$. Thus $A=2\pi/[g\sinh(g\gamma/2)]$ and
\begin{equation}
f_{\mathbf g}(0)=\frac{2\pi}{g}\coth\frac{g\gamma}{2}=\frac{\coth(\pi k\gamma)}{k}.
\end{equation}
Write $\coth=1+(\coth-1)$. A single sheet has $f_{\mathbf g}(z)=2\pi e^{-g|z|}/g$, equal to $1/k$ at $z=0$. The ``1'' is therefore the sheet that contains our charge, and the rest comes from the other sheets. Subtracting the charge's own $1/\rho$ gives
\begin{equation}
u(\gamma)=\frac{\pi\gamma}{3}-M+\sum_{(m,n)\ne0}\frac{\coth(\pi k\gamma)-1}{k},
\label{eq:u}
\end{equation}
\begin{equation}
-M=\lim_{\rho\to0}\left[\sum_{\mathbf g\neq0}\frac{e^{i\mathbf g\cdot\boldsymbol\rho}}{k}-\frac1\rho\right],
\end{equation}
where the sum over $\mathbf g$ is understood as the limit $z\to0$ of the sum with factors $e^{-g|z|}$.

\subsection{The single sheet}

The sum in $M$ converges poorly as it stands. Split the potential of each charge in the sheet into a short-range and a smooth part,
\begin{equation}
\frac1r=\frac{\mathrm{erfc}(\sqrt\pi\,r)}{r}+\frac{\mathrm{erf}(\sqrt\pi\,r)}{r}.
\end{equation}

The short-range part is summed over lattice points. Omitting $\mathbf g=0$ means subtracting its planar average,
\begin{equation}
\int\frac{\mathrm{erfc}(\sqrt\pi\,r)}{r}\,d^2r=2\pi\int_0^\infty\mathrm{erfc}(\sqrt\pi\,r)\,dr=2\pi\,\frac1{\sqrt\pi}\,\frac1{\sqrt\pi}=2,
\end{equation}
where $\int_0^\infty\mathrm{erfc}(t)\,dt=1/\sqrt\pi$ follows by parts. The lattice point at the origin, less the bare $1/\rho$, gives $-\mathrm{erf}(\sqrt\pi\rho)/\rho\to-2$, because $\mathrm{erf}(t)\approx2t/\sqrt\pi$ for small $t$.

The smooth part is summed over $\mathbf g$. Write it as
\begin{equation}
\frac{\mathrm{erf}(\sqrt\pi\,r)}{r}=\frac{2}{\sqrt\pi}\int_0^{\sqrt\pi}e^{-t^2r^2}dt .
\end{equation}
The two-dimensional Fourier transform of $e^{-t^2r^2}$ is $(\pi/t^2)e^{-g^2/4t^2}$. With $s=1/t$, the transform of the smooth part is
\begin{equation}
2\sqrt\pi\int_{1/\sqrt\pi}^{\infty}e^{-g^2s^2/4}\,ds=\frac{2\pi}{g}\,\mathrm{erfc}\!\left(\frac{g}{2\sqrt\pi}\right)=\frac{\mathrm{erfc}(\sqrt\pi\,k)}{k}.
\end{equation}
The distances between lattice points are also $\sqrt{m^2+n^2}$, so the two sums are equal. Adding the pieces,
\begin{equation}
M=4-2\sum_{(m,n)\neq0}\frac{\mathrm{erfc}(\sqrt\pi\,k)}{k}=3.900265 ,
\end{equation}
where the rapidly convergent sum has been evaluated numerically.

For $\gamma=1$, numerical summation of (\ref{eq:u}) gives $u(1)=-2.8373$. This is the constant in (\ref{eq:cubic}), and (\ref{eq:main}) reduces to that formula when $\varepsilon_\parallel=\varepsilon_z$.

\section{The sign}

Two sign changes are possible at most. The second derivative of $\coth t$ is $2\coth t/\sinh^2t$, which is positive for $t>0$. Each term of the sum in (\ref{eq:u}) is therefore strictly convex in $\gamma$, and the other two terms are linear and constant. Hence $u$ is strictly convex, and a strictly convex function has no more than two zeros.

Both zeros exist. Summing (\ref{eq:u}) gives $u(0.2)=1.83$, while $u(1)$ is negative. At large $\gamma$, $u$ grows as $\pi\gamma/3$, since the sum in (\ref{eq:u}) dies out exponentially.

At the upper zero that sum is only about $5\times10^{-10}$ and can be dropped. Then $\pi\gamma/3=M$, or
\begin{equation}
\gamma=\frac{3M}{\pi}=3.7245,\qquad \frac{\varepsilon_\parallel}{\varepsilon_z}=\left(\frac{3M}{\pi}\right)^2=13.87 .
\label{eq:threshold}
\end{equation}
The lower zero, found from (\ref{eq:u}) by numerical root finding, is at $\gamma=0.2402$. There $\varepsilon_\parallel/\varepsilon_z=0.0577$, or $\varepsilon_z/\varepsilon_\parallel=17.34$. The answer to (b) is
\begin{equation}
E_{\rm corr}>0\quad\text{for}\quad 0.0577<\frac{\varepsilon_\parallel}{\varepsilon_z}<13.87,
\end{equation}
with $E_{\rm corr}<0$ outside this window and zero at its ends.

The threshold of about 13.9 refers to the ratio of dielectric constants. In terms of the effective $c/a$ it is the square root, about 3.72. The two must not be interchanged: a medium with $c/a=5$ is already well past the sign change.

\subsection{What drives the upper sign change}

Insert the first term of (\ref{eq:u}) into $E_{\rm per}-E_{\rm iso}$:
\begin{equation}
E_{\rm planes}=\frac{q^2}{2\sqrt{\varepsilon_\parallel\varepsilon_z}\,L}\,\frac{\pi}{3}\sqrt{\frac{\varepsilon_\parallel}{\varepsilon_z}}=\frac{\pi q^2}{6\varepsilon_zL}.
\end{equation}
The in-plane constant $\varepsilon_\parallel$ has cancelled. The same energy follows from smearing each sheet of charges into a uniform plane. Between such planes the background makes the displacement field fall linearly,
\begin{equation}
D_z=\frac{4\pi q}{L^2}\left(\frac12-\frac zL\right),
\end{equation}
and the field energy per cell is
\begin{equation}
\frac{L^2}{8\pi\varepsilon_z}\int_0^LD_z^2\,dz=\frac{L^2}{8\pi\varepsilon_z}\,\frac{16\pi^2q^2}{L^4}\,\frac{L}{12}=\frac{\pi q^2}{6\varepsilon_zL}.
\end{equation}
This energy is positive, and only screening along $z$ reduces it. The second term of (\ref{eq:u}) gives
\begin{equation}
E_{\rm sheet}=-\frac{Mq^2}{2\sqrt{\varepsilon_\parallel\varepsilon_z}\,L}.
\end{equation}
The three-dimensional background does not enter this term. Omitting $\mathbf g=0$ amounts to adding a uniform plane of opposite charge in the sheet, so $E_{\rm sheet}$ is the energy of the point charges of one sheet neutralized by such a plane. Since $M>0$ it is negative: the charge gains more from this plane than it loses to the other charges of its sheet. Raising $\varepsilon_\parallel$ at fixed $\varepsilon_z$ weakens this gain and leaves the plane energy untouched. Beyond (\ref{eq:threshold}) the plane energy wins, the periodic energy lies above the isolated one, and the correction must be negative. As $\varepsilon_\parallel\to\infty$ it tends to $-\pi q^2/(6\varepsilon_zL)$.

\section{The two media}

For medium A, $\gamma=\sqrt{12/3}=2$ and $\sqrt{\varepsilon_\parallel\varepsilon_z}=6$. Equation (\ref{eq:u}) gives $u=2.094395-3.900265+0.000028=-1.805842$, and
\begin{equation}
E_{\rm corr}^{\rm A}=\frac{14.39965\times1.8058}{2\times6\times20}\ \text{eV}=+0.1083\ \text{eV}.
\end{equation}

For medium B, $\gamma=\sqrt{20}=4.4721$ and $\sqrt{\varepsilon_\parallel\varepsilon_z}=6.7082$. Now $u=4.6832-3.9003=0.7829$, and
\begin{equation}
E_{\rm corr}^{\rm B}=-\frac{14.39965\times0.7829}{2\times6.7082\times20}\ \text{eV}=-0.0420\ \text{eV}.
\end{equation}

The parts of $E_{\rm per}-E_{\rm iso}$ show the competition:
\begin{center}
\begin{tabular}{lccc}
Medium & $E_{\rm planes}$ (eV) & $E_{\rm sheet}$ (eV) & $E_{\rm corr}$ (eV)\\
A & 0.1257 & $-0.2340$ & $+0.1083$\\
B & 0.2513 & $-0.2093$ & $-0.0420$
\end{tabular}
\end{center}

The tempting solution gave $+0.1135$~eV for A, too large by about 5\% of the correct value. Its fair success there is no evidence for the method: for B it gave $+0.0498$~eV, so applying it would shift the energy the wrong way and leave an error of 0.092~eV, more than twice the size of the correction itself.

Doubling the side of the cubic cell to 40~\AA\ halves the correction for B to $-0.0210$~eV. The sign stays, as (\ref{eq:main}) requires.

\section{Conditions of use}

Equation (\ref{eq:main}) is the leading, point-charge term for a bulk host. It assumes that the images are far enough apart for a macroscopic dielectric tensor to describe their interaction. A slab with vacuum above and below is not a homogeneous medium, and the formula does not apply to it. The spatial extent of the defect charge and the alignment of the potential between the defect and host calculations require separate terms. At either threshold the leading term vanishes and near it the term is small, so those terms may decide the sign of the total correction. This already happens in medium B at $L=20$~\AA: for a spherical Gaussian charge $\propto e^{-r^2/2w^2}$ the correction is $-0.029$, $-0.002$ and $+0.023$~eV for $w=1$, 2 and 3~\AA, against $-0.042$~eV for the point charge.

The dielectric input must match the response allowed in the supercell. If the ions are held fixed, the tensor is the electronic one; if they relax, it includes the ionic part. The two tensors can have different ratios $\varepsilon_\parallel/\varepsilon_z$, and can therefore fall on different sides of the threshold. An average of the two components does not in general determine even the sign. For mild anisotropy it does little harm in a cubic cell: at $\varepsilon_\parallel/\varepsilon_z=2$ or 3 the trace average is within about 1\% of (\ref{eq:main}). The thresholds quoted hold for a cubic cell with the special axis along an edge. For a cell of edges $L,L,c$ the effective ratio is $\gamma=(c/L)\sqrt{\varepsilon_\parallel/\varepsilon_z}$, so that $c=2L$ lowers the upper threshold to $\varepsilon_\parallel/\varepsilon_z=3.47$.
